# Valence levels of wurtzite at the zone centre

Let $z$ be the hexagonal $c$ axis of a wurtzite crystal, and let $X$, $Y$, $Z$ be three orthonormal real Bloch functions at zero wavevector that transform like the coordinates $x$, $y$, $z$. With two spin directions they span a six-dimensional space, taken here as the space of the upper valence states. The operator $\mathbf L$ is a dimensionless orbital angular momentum with $l=1$, acting on $X,Y,Z$ as $-i\,\mathbf r\times\nabla$ acts on $x,y,z$. The Pauli matrices are $\sigma_x,\sigma_y,\sigma_z$, and $J_z=L_z+\sigma_z/2$. Energies are electron energies, so the valence-band top is the highest level. The Hamiltonian is

$$
H=\Delta_1L_z^2+\Delta_2L_z\sigma_z+\Delta_3(L_x\sigma_x+L_y\sigma_y). \tag{1}
$$

The crystal-field parameter $\Delta_1$ is the energy of $X$ and $Y$ above $Z$ when spin-orbit coupling is absent. The parameters $\Delta_2$ and $\Delta_3$ measure spin-orbit coupling along the axis and across it; they may differ because the axis is not equivalent to the directions normal to it. The zero of energy is that of $Z$ without spin-orbit coupling. Strain, magnetic fields and the electron-hole interaction are left out. States outside the six enter through the values of the parameters.

It is convenient to use orbitals of definite $L_z$,

$$
|{\pm1}\rangle=\mp\frac{X\pm iY}{\sqrt2},\qquad |0\rangle=Z. \tag{2}
$$

The differential form of $L_z$ gives $L_zx=iy$, $L_zy=-ix$ and $L_zz=0$. Hence $L_z(x\pm iy)=iy\pm x=\pm(x\pm iy)$, as the labels require. For the other components, $L_xz=-iy$ and $L_yz=ix$. With $L_\pm=L_x\pm iL_y$,

$$
L_+z=-iy-x=\sqrt2\left(-\frac{x+iy}{\sqrt2}\right),\qquad
L_-z=-iy+x=\sqrt2\left(\frac{x-iy}{\sqrt2}\right),
$$

so that $L_\pm|0\rangle=\sqrt2\,|{\pm1}\rangle$, with a positive sign in both cases.

Equation (1) is not merely a convenient model: within the six states it is the most general Hamiltonian that the symmetry permits, apart from a constant. The point group is $C_{6v}$. Its sixfold operation is a screw in the crystal, but at zero wavevector lattice translations act as unity and the screw can be represented by a rotation through $\pi/3$; half of the mirror planes are glide planes in the crystal and reduce to mirrors in the same way. This rotation multiplies a state of given $J_z=j$ by $e^{-i\pi j/3}$. The six values of $j$ are

$$
\begin{aligned}
j=\tfrac32&:\ |1\uparrow\rangle, & j=\tfrac12&:\ |1\downarrow\rangle,\ |0\uparrow\rangle,\\
j=-\tfrac32&:\ |{-1}\downarrow\rangle, & j=-\tfrac12&:\ |{-1}\uparrow\rangle,\ |0\downarrow\rangle .
\end{aligned}
$$

Two different values of $j$ differ by 1, 2 or 3. None of these is a multiple of 6, so the phases differ and $H$ cannot connect states of different $j$. What remains for positive $j$ is

$$
\alpha=\langle1\uparrow|H|1\uparrow\rangle,\quad
\beta=\langle1\downarrow|H|1\downarrow\rangle,\quad
\gamma=\langle0\uparrow|H|0\uparrow\rangle,\quad
g=\langle1\downarrow|H|0\uparrow\rangle,
$$

where $\alpha,\beta,\gamma$ are real and $g$ may so far be complex.

Time reversal is $T=i\sigma_yK$, with $K$ complex conjugation, which leaves $X,Y,Z$ unchanged. It gives $T|1\downarrow\rangle=-|{-1}\uparrow\rangle$ and $T|0\uparrow\rangle=-|0\downarrow\rangle$. Because $T$ is antiunitary and commutes with $H$, matrix elements between reversed states are complex conjugates of the original ones:

$$
\langle{-1}\uparrow|H|0\downarrow\rangle=g^*.
$$

The diagonal elements for negative $j$ equal those for positive $j$. The mirror $x\to-x$ exchanges $|1\rangle$ and $|{-1}\rangle$, leaves $|0\rangle$ alone, and acts on spin as $-i\sigma_x$. It therefore sends $|1\downarrow\rangle$ to $-i|{-1}\uparrow\rangle$ and $|0\uparrow\rangle$ to $-i|0\downarrow\rangle$. The two phases cancel in a matrix element, so

$$
\langle{-1}\uparrow|H|0\downarrow\rangle=g.
$$

Together the two relations make $g$ real. Four real constants remain: $\alpha,\beta,\gamma,g$. Without the mirrors, or without time reversal, the imaginary part of $g$ survives and there are five. An explicit count of the Hermitian matrices allowed by these operations gives the same numbers, 4, 5 and 5.

To connect these constants with the parameters of (1), let $\sigma_+$ turn $\downarrow$ into $\uparrow$ and $\sigma_-$ do the reverse. Then $\sigma_x=\sigma_++\sigma_-$ and $\sigma_y=-i(\sigma_+-\sigma_-)$, while $L_x=(L_++L_-)/2$ and $L_y=(L_+-L_-)/(2i)$. Multiplication gives

$$
\begin{aligned}
L_x\sigma_x&=\tfrac12(L_++L_-)(\sigma_++\sigma_-),\\
L_y\sigma_y&=-\tfrac12(L_+-L_-)(\sigma_+-\sigma_-).
\end{aligned}
$$

In the sum, the products $L_+\sigma_+$ and $L_-\sigma_-$ cancel and the mixed products add:

$$
L_x\sigma_x+L_y\sigma_y=L_+\sigma_-+L_-\sigma_+. \tag{3}
$$

This operator raises the orbital moment while lowering the spin, or the reverse. It annihilates $|1\uparrow\rangle$ and $|{-1}\downarrow\rangle$, whereas $|0\uparrow\rangle$ goes to $\sqrt2\,|1\downarrow\rangle$ and $|0\downarrow\rangle$ to $\sqrt2\,|{-1}\uparrow\rangle$. The term $\Delta_1L_z^2$ contributes $\Delta_1$ to every state with $L_z=\pm1$. The term $\Delta_2L_z\sigma_z$ contributes $+\Delta_2$ if orbital moment and spin are parallel and $-\Delta_2$ if they are opposed. Therefore

$$
\alpha=\Delta_1+\Delta_2,\qquad \beta=\Delta_1-\Delta_2,\qquad
\gamma=0,\qquad g=\sqrt2\,\Delta_3. \tag{4}
$$

Given any allowed $\alpha,\beta,\gamma,g$, one subtracts the constant $\gamma$ and solves (4) for the three parameters. This proves the generality of (1).

The Hamiltonian now consists of two single states and two identical blocks. The states $|1\uparrow\rangle$ and $|{-1}\downarrow\rangle$ are eigenstates with energy

$$
E_9=\Delta_1+\Delta_2. \tag{5}
$$

They form the representation $\Gamma_9$, with $|J_z|=3/2$. Each pair $\{|1\downarrow\rangle,|0\uparrow\rangle\}$ and $\{|{-1}\uparrow\rangle,|0\downarrow\rangle\}$, in that order, has the matrix

$$
h=\begin{pmatrix}\Delta_1-\Delta_2&\sqrt2\,\Delta_3\\ \sqrt2\,\Delta_3&0\end{pmatrix}. \tag{6}
$$

The condition $\det(h-\lambda)=0$ reads $(\Delta_1-\Delta_2-\lambda)(-\lambda)-2\Delta_3^2=0$, or

$$
p(\lambda)\equiv\lambda^2-(\Delta_1-\Delta_2)\lambda-2\Delta_3^2=0. \tag{7}
$$

Set $m=(\Delta_1-\Delta_2)/2$. Completing the square turns (7) into $(\lambda-m)^2=m^2+2\Delta_3^2$, and the two $\Gamma_7$ levels, with $|J_z|=1/2$, are

$$
E_{7\pm}=m\pm R
=\frac{\Delta_1-\Delta_2}{2}\pm\sqrt{\left(\frac{\Delta_1-\Delta_2}{2}\right)^2+2\Delta_3^2},
\tag{8}
$$

where $R=\sqrt{m^2+2\Delta_3^2}$. The characteristic polynomial of the full matrix is $[(\lambda-E_9)\,p(\lambda)]^2$, so each root occurs twice. The physical reason is Kramers degeneracy: $T^2=-1$ for one electron, and $T$ maps each state to an orthogonal partner with opposite $J_z$. A magnetic field removes this protection. Two of the three pairs may also coincide for special parameters, and the number of distinct levels is then smaller.

The composition of the $\Gamma_7$ states follows from writing $h$ as $m$ times the unit matrix plus a traceless part. For $R>0$ define an angle by $\cos\theta=m/R$ and $\sin\theta=\sqrt2\,\Delta_3/R$. Then

$$
h=m+R\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}.
$$

Applied to the column $(\cos\frac\theta2,\sin\frac\theta2)$, the last matrix gives $\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2=\cos\frac\theta2$ in the first row and $\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2=\sin\frac\theta2$ in the second. This column is therefore the upper state, and $(-\sin\frac\theta2,\cos\frac\theta2)$, orthogonal to it, is the lower one. The second component belongs to $Z$. Its weights in the two states are

$$
w_+=\sin^2\frac\theta2=\frac12\left(1-\frac mR\right),\qquad
w_-=\cos^2\frac\theta2=\frac12\left(1+\frac mR\right). \tag{9}
$$

The $\Gamma_9$ states contain no $Z$ orbital. The sign of $\Delta_3$ affects neither energies nor weights, since it can be reversed by replacing $|0\rangle$ with $-|0\rangle$.

These weights control a simple optical property. Suppose that the conduction state is an orbital $S$ invariant under $C_{6v}$, with its own spin-orbit mixing neglected. The mirror $x\to-x$ changes the sign of $X$ but not of $S$ or $p_z$, so $\langle S|p_z|X\rangle=0$; the mirror $y\to-y$ removes $\langle S|p_z|Y\rangle$ in the same way. Light polarized along $c$ therefore couples to a valence pair with a strength proportional to its $Z$ weight, and it does not couple to $\Gamma_9$. The proportionality holds only in this approximation. The absence of coupling to $\Gamma_9$ does not depend on it: $p_z$ is invariant under the sixfold operation, and the conduction pair keeps $|J_z|=1/2$ when spin-orbit mixing is included.

The labels 9 and 7 do not fix the order of the levels. Let $a=E_9-E_{7+}$ and $b=E_9-E_{7-}$, so that $b-a=2R\ge0$. Since $E_{7+}+E_{7-}=\Delta_1-\Delta_2$,

$$
a+b=2(\Delta_1+\Delta_2)-(\Delta_1-\Delta_2)=\Delta_1+3\Delta_2. \tag{10}
$$

The product is $p(\lambda)$ at $\lambda=E_9$, because $p(\lambda)=(\lambda-E_{7+})(\lambda-E_{7-})$:

$$
\begin{aligned}
ab&=(\Delta_1+\Delta_2)\bigl[(\Delta_1+\Delta_2)-(\Delta_1-\Delta_2)\bigr]-2\Delta_3^2\\
&=2\bigl[\Delta_2(\Delta_1+\Delta_2)-\Delta_3^2\bigr]. 
\end{aligned}\tag{11}
$$

Two real numbers are both positive if and only if their sum and product are positive. Hence $\Gamma_9$ is the top level when $\Delta_1+3\Delta_2>0$ and $\Delta_2(\Delta_1+\Delta_2)>\Delta_3^2$, and not otherwise. A negative product places it between the two $\Gamma_7$ levels.

For $\Delta_2>0$ the product vanishes at

$$
\Delta_1^{\times}=\frac{\Delta_3^2}{\Delta_2}-\Delta_2. \tag{12}
$$

There $a+b=\Delta_3^2/\Delta_2+2\Delta_2>0$. One of $a,b$ is zero and the other positive, and since $a\le b$ it is $a$ that vanishes: $\Gamma_9$ meets the upper $\Gamma_7$ level. The levels cross without repulsion because their $J_z$ values differ. The crossing lies at $\Delta_1=0$ only when $\Delta_3^2=\Delta_2^2$, so the sign of the crystal field alone does not in general decide which level is on top.

As an example, take the round model parameters $\Delta_1=10$, $\Delta_2=6$ and $\Delta_3=5$ meV. The single states lie at $E_9=10+6=16$ meV. In the block, $m=(10-6)/2=2$ meV and

$$
R=\sqrt{2^2+2\cdot5^2}=\sqrt{54}=7.35\ \text{meV},
$$

which gives $E_{7+}=9.35$ meV and $E_{7-}=-5.35$ meV. The $\Gamma_9$ level is on top, 6.65 meV above the upper $\Gamma_7$ and 21.35 meV above the lower. Their sum, 28 meV, agrees with (10). The $Z$ weights are 0.364 and 0.636: the off-diagonal element, 7.07 meV, exceeds the diagonal difference, 4 meV, and mixes the orbitals strongly. Room-temperature thermal energy is roughly 26 meV, larger than both splittings, so a hole population cannot be assigned to the top band alone. Its division among the bands also requires their dispersion, which a zone-centre Hamiltonian does not contain.

Now keep the spin-orbit terms and set $\Delta_1=-200$ meV. Then $E_9=-194$ meV, $m=-103$ meV and $R=103.24$ meV, with $E_{7+}=0.24$ meV and $E_{7-}=-206.24$ meV. The top level is now $\Gamma_7$, with a $Z$ weight of 0.9988, and $\Gamma_9$ lies 194.24 meV below it. The $X$ weight is only 0.0006. Symmetry does not relate $\langle S|p_x|X\rangle$ to $\langle S|p_z|Z\rangle$, but if they are of comparable size the absorption edge of this model couples almost entirely to light polarized along $c$. Between the two cases the order changes at $\Delta_1^\times=25/6-6=-1.83$ meV, where both levels have the energy 4.17 meV. For $\Delta_1$ between this value and zero, $\Gamma_9$ is still on top although the crystal field is negative.

The second case illustrates the limit of a dominant crystal field. For $|m|\gg|\Delta_3|$, expansion of the square root gives

$$
R=|m|\sqrt{1+\frac{2\Delta_3^2}{m^2}}\simeq|m|+\frac{\Delta_3^2}{|m|}.
$$

With $m<0$ this yields $E_{7+}\simeq\Delta_3^2/|m|$ and $E_{7-}\simeq\Delta_1-\Delta_2-\Delta_3^2/|m|$. The upper state is nearly pure $Z$, raised slightly by its coupling to the lower one; here the shift is $25/103\simeq0.24$ meV. If $\Delta_1$ is negative and much larger in magnitude than both spin-orbit parameters, as here, $\Gamma_9$ also lies far below $E_{7+}$, and the lower two levels are separated by

$$
E_9-E_{7-}\simeq2\Delta_2+\frac{\Delta_3^2}{|m|},
$$

which is 12.24 meV in the example. If $\Delta_3^2/|m|$ is also small compared with $2|\Delta_2|$, the splitting of the $X,Y$ states measures $\Delta_2$ almost alone.

The opposite limit is the cubic one, in which the crystal field vanishes and spin-orbit coupling is isotropic. Put $\Delta_1=0$ and $\Delta_2=\Delta_3=\delta>0$. Then $m=-\delta/2$ and $R=\sqrt{\delta^2/4+2\delta^2}=3\delta/2$, so

$$
E_9=E_{7+}=\delta,\qquad E_{7-}=-2\delta. \tag{13}
$$

Two pairs merge into a quartet, separated from a doublet by $\Delta_{\rm so}=3\delta$. For $\Delta_{\rm so}=18$ meV the levels are 6 and $-12$ meV. Only two distinct levels remain, as cubic symmetry requires. Setting $\Delta_1=0$ alone would not suffice: if $\Delta_3^2\ne\Delta_2^2$, the product (11) is not zero and the quartet stays split.

The quasi-cubic approximation keeps isotropic spin-orbit coupling but restores the crystal field: $\Delta_1=\Delta_{\rm cr}$ and $\Delta_2=\Delta_3=\Delta_{\rm so}/3$. Equations (10) and (11) become

$$
a+b=\Delta_{\rm cr}+\Delta_{\rm so},\qquad
ab=\frac{2\Delta_{\rm so}}{3}\left(\Delta_{\rm cr}+\frac{\Delta_{\rm so}}3\right)-\frac{2\Delta_{\rm so}^2}{9}
=\frac23\Delta_{\rm cr}\Delta_{\rm so}. \tag{14}
$$

Both expressions are unchanged when $\Delta_{\rm cr}$ and $\Delta_{\rm so}$ are exchanged. Two splittings thus determine a pair of numbers, but not which is the crystal-field splitting and which the spin-orbit splitting. For $\Delta_{\rm cr}=10$ and $\Delta_{\rm so}=18$ meV, $a=5.28$ and $b=22.72$ meV; for 18 and 10 meV the splittings are the same. The states are different: the $Z$ weight of the upper $\Gamma_7$ pair is 0.385 in the first case and 0.079 in the second. Polarized optical strengths can therefore distinguish assignments that the level positions cannot.

Without the quasi-cubic assumption there are three parameters, and two splittings leave one of them free. The weight $w_+$ supplies the missing condition. From (9), $m=R(1-2w_+)$ with $R=(b-a)/2$. Solving $\Delta_1-\Delta_2=2m$ together with (10) gives

$$
\Delta_2=\frac{a+b-2m}{4},\qquad \Delta_1=\frac{a+b+6m}{4},\qquad
|\Delta_3|=\sqrt{\frac{R^2-m^2}{2}}. \tag{15}
$$

For the first example, $a+b=28$ and $m=2$ meV return $\Delta_2=24/4=6$ and $\Delta_1=40/4=10$ meV, and $|\Delta_3|=\sqrt{(54-4)/2}=5$ meV. Since $R^2-m^2=4R^2w_+w_-$, one has $|\Delta_3|=R\sqrt{2w_+w_-}$. When one weight is small, as for a dominant crystal field, a small absolute error in it, such as the neglected mixing of the conduction state when weights are read from optical strengths, gives a large relative error in $|\Delta_3|$.

The same symmetry argument shows where the formulas cease to apply. A strain that preserves $C_{6v}$, such as equal stretching along all directions in the basal plane, can change the parameters and the common energy but not the form of (1). A strain that breaks the sixfold symmetry allows matrix elements between different $J_z$, and the separation into (5) and (6) is lost. Away from zero wavevector the symmetry is also lower in general, and terms depending on the wavevector must be added before effective masses or carrier densities can be found.

## Numbers as computed

```
Allowed real constants, C6v and time reversal: 4
Allowed constants without time reversal: 5
Allowed constants without mirrors: 5
Case P: D1, D2, D3 = 10, 6, 5 meV
Case P: block diagonal D1-D2 = 4.000 meV
Case P: block coupling = 7.0711 meV
Case P: m = 2.000 meV, R = 7.3485 meV
Case P: E9 = 16.0000 meV
Case P: E7+ = 9.3485 meV
Case P: E7- = -5.3485 meV
Case P: E9-E7+ = 6.6515 meV, E9-E7- = 21.3485 meV
Case P: Z share in E7+ = 0.36392, in E7- = 0.63608
Case N: D1, D2, D3 = -200, 6, 5 meV
Case N: block diagonal D1-D2 = -206.000 meV
Case N: block coupling = 7.0711 meV
Case N: m = -103.000 meV, R = 103.2424 meV
Case N: E9 = -194.0000 meV
Case N: E7+ = 0.2424 meV
Case N: E7- = -206.2424 meV
Case N: E9-E7+ = -194.2424 meV, E9-E7- = 12.2424 meV
Case N: Z share in E7+ = 0.99883, in E7- = 0.00117
Crossing of E9 and E7+ at D1 = -1.8333 meV
Common energy at the crossing = 4.1667 meV
Cubic limit: spin-orbit splitting input = 18 meV
Cubic limit: quartet = 6.000 meV, doublet = -12.000 meV
Quasi-cubic Dcr=10, Dso=18 meV: E9-E7+ = 5.2822 meV
Quasi-cubic Dcr=10, Dso=18 meV: E9-E7- = 22.7178 meV
Quasi-cubic Dcr=10, Dso=18 meV: Z share E7+ = 0.3853, E7- = 0.6147
Quasi-cubic Dcr=18, Dso=10 meV: E9-E7+ = 5.2822 meV
Quasi-cubic Dcr=18, Dso=10 meV: E9-E7- = 22.7178 meV
Quasi-cubic Dcr=18, Dso=10 meV: Z share E7+ = 0.0794, E7- = 0.9206
```
